# Wall sites, gas molecules and quasi-steady filling of a narrow hole: test program

```python
"""Wall capacity versus gas content in a narrow hole during a saturating dose.

Result under test: gamma = 4*s0/(n0*d) is both the ratio of wall sites to gas
molecules and the factor separating coverage time from gas relaxation time.
d, L: hole diameter and depth; s0: molecules per area in a saturated layer;
n0: gas density at the mouth; v: mean thermal speed; D = d*v/3: Knudsen
diffusivity; beta: sticking probability on an empty site;
h2 = beta*v*L^2/(d*D); psi = -ln(1-coverage).
Scaled equations use L for length, L^2/D for time and n0 for gas density.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import erf

rng = np.random.default_rng(12345)

# Round model inputs in SI units
pressure = const.torr
temperature = 500.0
d = 100e-9
L = 5e-6
s0 = 4e18
molar_mass = 0.100
beta = 0.01
bottom_coverage = 0.95

kT = const.k * temperature
n0 = pressure / kT
v = np.sqrt(8 * kT / (np.pi * molar_mass / const.N_A))
D = d * v / 3
gamma = 4 * s0 / (n0 * d)
h2 = beta * v * L**2 / (d * D)
relax_time = L**2 / D

# Count wall sites on a square lattice and gas volume by small cells
spacing = 1 / np.sqrt(s0)
columns = len(np.arange(0, np.pi * d, spacing))
rows = len(np.arange(0.5 * spacing, L, spacing))
sites = columns * rows
edge = (np.arange(1000) + 0.5) / 1000 * d - d / 2
inside = np.count_nonzero(edge[:, None]**2 + edge[None, :]**2 < d**2 / 4)
volume = inside * (d / 1000)**2 * L
molecules = pressure * volume / (const.R * temperature) * const.N_A
assert abs(sites / molecules / gamma - 1) < 0.005


def wall_flight(count):
    """Cosine-law flight from the wall, in units of the diameter."""
    u = 1 - rng.random(count)
    angle = 2 * np.pi * rng.random(count)
    normal = np.sqrt(u)
    side = np.sqrt(1 - u) * np.cos(angle)
    axial = np.sqrt(1 - u) * np.sin(angle)
    length = normal / (normal**2 + side**2)
    return length, length * axial


def random_walk_diffusivity(pause, walkers=20000):
    """Mean square displacement over 2t, in units of d*v."""
    end = 400.0 * (1 + pause)
    clock = np.zeros(walkers)
    z = np.zeros(walkers)
    while np.any(clock < end):
        length, dz = wall_flight(walkers)
        # Molecules leaving a wall have the flux-weighted Maxwell speed
        speed = np.sqrt(np.pi / 4 * rng.gamma(2.0, size=walkers))
        duration = length / speed
        z += dz * np.clip((end - clock) / duration, 0, 1)
        clock += duration + pause
    return np.mean(z**2) / (2 * end)


# Tolerance covers sampling noise and the finite-time bias of long flights
walk_D = random_walk_diffusivity(0.0)
assert abs(walk_D * 3 - 1) < 0.06
walk_D_pause = random_walk_diffusivity(3.0)
assert abs(walk_D_pause * 3 * (1 + 3.0) - 1) < 0.06


def tube_transmission(aspect, count=200000):
    """Fraction of molecules entering a tube that leave at its far end."""
    r = 0.5 * np.sqrt(rng.random(count))
    phi = 2 * np.pi * rng.random(count)
    chord = -r * np.cos(phi) + np.sqrt(0.25 - (r * np.sin(phi))**2)
    u = rng.random(count)
    z = chord * np.sqrt(u / (1 - u))
    passed = 0
    while z.size:
        passed += np.count_nonzero(z >= aspect)
        z = z[(z > 0) & (z < aspect)]
        z = z + wall_flight(z.size)[1]
    return passed / count


# Mouth resistance equals an added tube length 4d/3 (approximate for a tube)
transmission = tube_transmission(20.0)
with_mouth = 1 / (1 + 3 * 20.0 / 4)
without_mouth = 4 / (3 * 20.0)
assert abs(transmission / with_mouth - 1) < 0.06
assert abs(transmission - with_mouth) < abs(transmission - without_mouth)

# Moving sharp front with gas storage retained
x, t, q = sp.symbols("x t q", positive=True)
gas = 1 - sp.erf(x / (2 * sp.sqrt(t))) / sp.erf(q)
assert sp.simplify(sp.diff(gas, t) - sp.diff(gas, x, 2)) == 0
front = 2 * q * sp.sqrt(t)
needed_gamma = -sp.diff(gas, x).subs(x, front) / sp.diff(front, t)
root_form = 1 / (sp.sqrt(sp.pi) * q * sp.exp(q**2) * sp.erf(q))
assert sp.simplify(needed_gamma - root_form) == 0


def sharp_front_excess(g):
    """Relative lengthening of the fill time caused by gas storage."""
    def balance(a):
        return g * np.sqrt(np.pi) * a * np.exp(a * a) * erf(a) - 1
    a = brentq(balance, 1e-8, 2.0, xtol=1e-15, rtol=1e-14)
    return (1 / (4 * a * a)) / (g / 2) - 1


sharp_excess = sharp_front_excess(gamma)
assert abs(sharp_excess * 3 * gamma - 1) < 0.01

psi_bottom = -np.log(1 - bottom_coverage)


def steady_mouth_psi(strength, cells):
    """Storage-free solution, marched from the closed end to the mouth."""
    dx = 1 / cells
    deeper = psi_bottom
    here = deeper + 0.5 * dx**2 * strength * (1 - np.exp(-deeper))
    for _ in range(cells - 1):
        source = dx**2 * strength * (1 - np.exp(-here))
        deeper, here = here, 2 * here - deeper + source
    return here


def full_exposure(g, strength, rise=0.0, cells=80):
    """Mouth exposure at which the full transient model covers the bottom."""
    dx = 1 / cells

    def mouth(time):
        return 1.0 if rise == 0 else 1 - np.exp(-time / rise)

    def rate(time, y):
        n, psi = y[0::2], y[1::2]
        padded = np.concatenate(([mouth(time)], n, [n[-2]]))
        curvature = (padded[2:] - 2 * n + padded[:-2]) / dx**2
        out = np.empty_like(y)
        out[0::2] = curvature - strength * n * np.exp(-psi)
        out[1::2] = strength * n / g
        return out

    def covered(time, y):
        return y[-1] - psi_bottom
    covered.terminal = True
    covered.direction = 1
    limit = 3 * g * steady_mouth_psi(strength, cells) / strength
    limit += 10 + 5 * rise
    run = solve_ivp(rate, (0, limit), np.zeros(2 * cells), method="LSODA",
                    events=covered, rtol=1e-8, atol=1e-10, lband=2, uband=2)
    assert run.success and len(run.t_events[0]) == 1
    stop = run.t_events[0][0]
    if rise == 0:
        return stop
    return stop - rise * (1 - np.exp(-stop / rise))


def storage_excess(g, strength, rise=0.0):
    """Relative extra exposure; both models use the same spatial grid."""
    steady = g * steady_mouth_psi(strength, 80) / strength
    return full_exposure(g, strength, rise) / steady - 1


excess_one = storage_excess(1.0, h2)
excess_hundred = storage_excess(100.0, h2)
excess_example = storage_excess(gamma, h2)
assert excess_one > 0.2
assert 0 < excess_example < 1 / gamma
assert abs(excess_hundred * 100 / (excess_example * gamma) - 1) < 0.1

# Sticking from reaction-limited to nearly sharp-front filling
sticking_values = (1e-4, 1e-2, 1e-1)
sticking_excess = []
for sticking in sticking_values:
    value = storage_excess(500.0, 3 * sticking * (L / d)**2)
    assert 0 < value < 1 / 500
    sticking_excess.append(value)

# A slowly rising inlet needs the same exposure, up to gas storage
ramp_excess = storage_excess(500.0, h2, rise=150.0)
assert abs(ramp_excess) < 1 / 500

# Continuous-depth limit of the storage-free dose
mouth_psi = steady_mouth_psi(h2, 4000)
assert abs(steady_mouth_psi(h2, 2000) / mouth_psi - 1) < 1e-4
sharp_time = gamma * relax_time / 2
dose_time = gamma * mouth_psi / h2 * relax_time
penetration = np.sqrt(d * D / (beta * v))
local_time = s0 / (beta * n0 * v / 4)

# Rough sizes of neglected effects
collision_diameter = 0.6e-9
free_path = 1 / (np.sqrt(2) * np.pi * collision_diameter**2 * n0)
layer = 0.1e-9
attempt_time = 1e-13
binding = 0.5 * const.e
residence = attempt_time * np.exp(binding / kT)
retention = 1 + v * residence / d
physisorbed = n0 * v * residence / 4 / s0
limit_residence = (gamma / 10 - 1) * d / v
limit_binding = kT * np.log(limit_residence / attempt_time) / const.e
assert free_path > 10 * d

print(f"Pressure: {pressure / const.torr:.1f} Torr")
print(f"Temperature: {temperature:.0f} K")
print(f"Hole diameter: {d * 1e9:.0f} nm")
print(f"Hole depth: {L * 1e6:.1f} um")
print(f"Saturated layer density: {s0 * 1e-18:.1f} nm^-2")
print(f"Molar mass: {molar_mass * 1e3:.0f} g/mol")
print(f"Sticking probability: {beta:.2f}")
print(f"Gas density: {n0 * 1e-6:.3e} cm^-3")
print(f"Wall sites, counted: {sites:.3e}")
print(f"Gas molecules, counted volume: {molecules:.1f}")
print(f"Sites per gas molecule, counted: {sites / molecules:.0f}")
print(f"gamma from formula: {gamma:.0f}")
print(f"Mean thermal speed: {v:.1f} m/s")
print(f"Knudsen diffusivity: {D * 1e4:.4f} cm^2/s")
print(f"Random-walk D/(d v), no pause: {walk_D:.4f}")
print(f"Random-walk D/(d v), pause 3d/v: {walk_D_pause:.4f}")
print(f"Gas relaxation time L^2/D: {relax_time * 1e6:.3f} us")
print(f"Penetration length: {penetration * 1e9:.0f} nm")
print(f"Penetration diffusion time: {penetration**2 / D * 1e6:.4f} us")
print(f"Local saturation time at mouth: {local_time * 1e3:.4f} ms")
print(f"h2: {h2:.1f}")
print(f"Sharp-front fill time: {sharp_time * 1e3:.3f} ms")
print(f"Bottom coverage target: {100 * bottom_coverage:.0f} %")
print(f"psi at bottom: {psi_bottom:.3f}; at mouth: {mouth_psi:.3f}")
print(f"Time to bottom target: {dose_time * 1e3:.3f} ms")
exposure = dose_time * pressure / const.torr
print(f"Exposure to bottom target: {exposure:.5f} Torr s")
print(f"Sharp-front storage correction: {sharp_excess:.3e}")
print(f"Full-model storage correction: {excess_example:.3e}")
print(f"Storage correction at gamma=100: {100 * excess_hundred:.3f} %")
print(f"Storage correction at gamma=1: {100 * excess_one:.1f} %")
for sticking, value in zip(sticking_values, sticking_excess):
    print(f"Correction, gamma=500, beta={sticking:g}: {100 * value:.4f} %")
print(f"Exposure change, slow inlet, gamma=500: {100 * ramp_excess:.4f} %")
print(f"Tube transmission, L/d=20, simulated: {transmission:.4f}")
print(f"Tube transmission with mouth term: {with_mouth:.4f}")
print(f"Tube transmission without mouth term: {without_mouth:.4f}")
print(f"Mouth resistance, added fill time: {100 * 8 * d / (3 * L):.2f} %")
print(f"Bottom disc, added sites: {100 * d / (4 * L):.2f} %")
print(f"Layer thickness, rough: {layer * 1e9:.1f} nm")
print(f"Diameter loss from layer: {100 * 2 * layer / d:.2f} %")
print(f"Collision diameter, rough: {collision_diameter * 1e9:.1f} nm")
print(f"Mean free path: {free_path * 1e6:.1f} um")
print(f"Knudsen number: {free_path / d:.0f}")
print(f"Gas number noise: {100 / np.sqrt(molecules):.1f} %")
print(f"Desorption attempt time, rough: {attempt_time:.1e} s")
print(f"Physisorption energy, rough: {binding / const.e:.2f} eV")
print(f"Physisorbed residence time: {residence * 1e9:.2f} ns")
print(f"Physisorbed fraction of saturated layer: {100 * physisorbed:.2f} %")
print(f"Mobile storage factor R: {retention:.1f}")
print(f"gamma/R: {gamma / retention:.0f}")
print(f"Binding energy for gamma/R=10: {limit_binding:.3f} eV")
print(f"Diameter for gamma=100: {4 * s0 / (100 * n0) * 1e6:.2f} um")
print("OK")
```

It prints:

```
Pressure: 1.0 Torr
Temperature: 500 K
Hole diameter: 100 nm
Hole depth: 5.0 um
Saturated layer density: 4.0 nm^-2
Molar mass: 100 g/mol
Sticking probability: 0.01
Gas density: 1.931e+16 cm^-3
Wall sites, counted: 6.290e+06
Gas molecules, counted volume: 758.5
Sites per gas molecule, counted: 8293
gamma from formula: 8285
Mean thermal speed: 325.4 m/s
Knudsen diffusivity: 0.1085 cm^2/s
Random-walk D/(d v), no pause: 0.3317
Random-walk D/(d v), pause 3d/v: 0.0859
Gas relaxation time L^2/D: 2.305 us
Penetration length: 577 nm
Penetration diffusion time: 0.0307 us
Local saturation time at mouth: 0.2546 ms
h2: 75.0
Sharp-front fill time: 9.548 ms
Bottom coverage target: 95 %
psi at bottom: 2.996; at mouth: 39.993
Time to bottom target: 10.183 ms
Exposure to bottom target: 0.01018 Torr s
Sharp-front storage correction: 4.023e-05
Full-model storage correction: 8.592e-05
Storage correction at gamma=100: 0.692 %
Storage correction at gamma=1: 42.3 %
Correction, gamma=500, beta=0.0001: 0.0221 %
Correction, gamma=500, beta=0.01: 0.1416 %
Correction, gamma=500, beta=0.1: 0.1099 %
Exposure change, slow inlet, gamma=500: 0.1322 %
Tube transmission, L/d=20, simulated: 0.0596
Tube transmission with mouth term: 0.0625
Tube transmission without mouth term: 0.0667
Mouth resistance, added fill time: 5.33 %
Bottom disc, added sites: 0.50 %
Layer thickness, rough: 0.1 nm
Diameter loss from layer: 0.20 %
Collision diameter, rough: 0.6 nm
Mean free path: 32.4 um
Knudsen number: 324
Gas number noise: 3.6 %
Desorption attempt time, rough: 1.0e-13 s
Physisorption energy, rough: 0.50 eV
Physisorbed residence time: 10.96 ns
Physisorbed fraction of saturated layer: 0.43 %
Mobile storage factor R: 36.7
gamma/R: 226
Binding energy for gamma/R=10: 0.635 eV
Diameter for gamma=100: 8.28 um
OK
```
